Does a changed electric-modulus peak shape mean changed ion dynamics?

**Question**

I analyse impedance data on ion-conducting glasses through the electric modulus M* = 1/ε*. One data set gives a broad, skewed M'' peak, which I describe by a Kohlrausch exponent β near 0.6. Another gives a nearly symmetric peak with β close to 1. I was about to conclude that the ions hop in a less cooperative way in the second case. A colleague objects that the high-frequency permittivity also differs between the two. I thought ε∞ could only rescale the peak. Can it change the shape while the ionic hopping stays the same? If so, what should I compare instead?

**Answer**

Yes, it can. If the hopping conductivity has a nonzero dc value and still depends on frequency once any term proportional to iω has been counted in ε∞, a change of ε∞ must change the peak shape.

**What M'' contains**

With time factor exp(+iωt), let σ* = σ' + iσ'' be the hopping conductivity and ε∞ a real constant for everything faster. Then

ε* = ε∞ + σ*/(iωε0) = ε' − iε''

ε' = ε∞ + σ''/(ωε0),  ε'' = σ'/(ωε0)

Multiplying 1/ε* above and below by ε' + iε'' gives M* = M' + iM'' with

M'' = ε''/(ε'² + ε''²)

The numerator is fixed by the hopping. The denominator contains ε∞. At low frequency ε'' ≈ σ0/(ωε0) dominates, so M'' ≈ 1/ε'' = ωε0/σ0 whatever ε∞ is. At higher frequency ε' matters, and a larger ε∞ suppresses M''. The two flanks therefore respond differently.

**Could a rescaling still superpose the peaks?**

Write s = iω. Assume that σ is causal and passive, continuous for Re s ≥ 0, with σ(0) = σ0 > 0, σ' > 0 at all real frequencies, and σ/s → 0 at large |s|. Then

M(s) = sε0/[sε0ε∞ + σ(s)]

has no pole for Re s ≥ 0, because the real part of the denominator is positive there. M is also bounded, since it tends to 0 at s = 0 and to 1/ε∞ at infinity.

Suppose two values ε1 ≠ ε2, with the same σ, gave peaks of the same shape:

M1''(ω) = h M2''(λω)

The function D(s) = M1(s) − hM2(λs) is analytic and bounded for Re s > 0, and its imaginary part vanishes on the boundary. A bounded harmonic function with zero boundary values is zero, so D is a real constant. Since D(0) = 0, the complex moduli obey the same scaling as their imaginary parts. The two ends of the spectrum now fix the factors:

ω → 0: iωε0/σ0 = h·iλωε0/σ0, so hλ = 1

ω → ∞: 1/ε1 = h/ε2, so h = ε2/ε1 and λ = ε1/ε2

Inverting M1*(ω) = hM2*(λω) and using 1/h = λ,

ε1 + σ*(ω)/(iωε0) = λ[ε2 + σ*(λω)/(iλωε0)] = ε1 + σ*(λω)/(iωε0)

Hence σ*(ω) = σ*(λω). Label the samples so that λ < 1 and repeat: σ*(ω) = σ*(λⁿω) → σ0. Equal shapes thus require a conductivity without dispersion.

Conversely, if σ* = σ0, then with y = ωε0ε∞/σ0

ε∞M'' = y/(1 + y²)

This Debye peak has height 1/2 and falls to 1/4 at y = 2 ± √3. These two numbers are reciprocals, so the full width at half maximum is 2 log10(2 + √3) = 1.144 decades for every ε∞. Here your expectation of a pure rescaling is right.

The condition σ0 > 0 matters. For σ* = A(iω)ⁿ with 0 < n < 1 and no dc part, put u = ω(ε0ε∞/A)^(1/(1−n)). Then ε* = ε∞[1 + (iu)ⁿ⁻¹], and ε∞ again only rescales the peak, although the conductivity is dispersive.

**A spectrum to put in**

As a model I take the closed random-barrier form

σ* = σ0 z/L,  L = ln(1 + z),  z = iωτ

To see that it is admissible, note that 1/L has a pole 1/z and a cut at z < −1. On the two sides of the cut, at z = −s, L = ln(s − 1) ± iπ, so 1/L jumps by −2πi/[ln²(s − 1) + π²]. Cauchy's formula, with a large circle whose contribution vanishes because 1/L → 0, gives

1/L = 1/z + ∫₁^∞ ds / {(s + z)[ln²(s − 1) + π²]}

The first term is dc conduction. The rest is a sum of Debye terms with positive weights, hence causal and passive. Also σ*/ω → 0, though only logarithmically, so the theorem applies.

The hopping part of the permittivity is σ*/(iωε0) = σ0τ/(ε0L). For small z, 1/L = 1/z + 1/2 − z/12 + …, so hopping adds

Δε = σ0τ/(2ε0)

to the static permittivity. With r = ε∞/(2Δε),

ε* = 2Δε(r + 1/L),  ε∞M* = rL/(1 + rL)

Writing L = a + ib, with a = ½ ln(1 + ω²τ²) and b = arctan ωτ,

ε∞M'' = rb/[(1 + ra)² + r²b²]

In this model r alone sets the shape.

**Numbers**

Take σ0 = 1×10⁻⁸ S/cm, Δε = 10 and ε∞ = 8. Then

τ = 2ε0Δε/σ0 = 2 × 8.854×10⁻¹⁴ × 10/10⁻⁸ s = 0.177 ms

and 1/(2πτ) = 0.899 kHz marks the onset of dispersion. Now hold σ0, τ and hence the whole σ*(ω) fixed, and raise ε∞. A numerical search for the maximum and half-height points gives:

ε∞ | peak (kHz) | width (decades) | β
8 | 1.29 | 1.80 | 0.61
16 | 0.76 | 1.45 | 0.77
32 | 0.44 | 1.26 | 0.89
64 | 0.245 | 1.18 | 0.96

Here β is the exponent for which the modulus peak of the decay exp[−(t/t0)^β] has the same full width, found by numerical integration and root finding. It matches the width, not the whole curve. It runs from 0.61 to 0.96, much like your two data sets, with no change in hopping.

Most of the narrowing is on the high-frequency side, where the half-width falls from 1.14 to 0.61 decades. The low-frequency one goes from 0.65 to 0.58. For ε∞ = 8 the upper half-height point lies near 18 kHz, where σ' has more than doubled. For ε∞ = 64 it lies near 1 kHz, where σ' is only 8% above σ0. Two frequencies show how ε∞ acts on the two flanks. At 0.01 kHz, M'' is 5.56×10⁻⁴ for ε∞ = 8 and 5.55×10⁻⁴ for ε∞ = 64. At 10 kHz the hopping supplies ε'' = 3.695 and adds 6.020 to ε' in both cases, so

ε∞ = 8: M'' = 3.695/(14.020² + 3.695²) = 0.0176

ε∞ = 64: M'' = 3.695/(70.020² + 3.695²) = 0.00075

The loss is the same, but its weight differs by a factor of 23. Such a contrast alone does not prove a new shape, since a constant conductivity shows one too; the change of shape comes from the dispersion.

**The two limits**

For large r the peak lies at ωτ ≪ 1. Put R = r + 1/2 and ωτ = y/R. The expansion of 1/L gives, up to relative terms of order 1/R³,

ε* = 2ΔεR[1 − ig],  g = 1/y + ηy,  η = 1/(12R²)

ε∞M'' = (r/R) g/(1 + g²)

The maximum is at g = 1, with height r/(2R) = ½ε∞/(ε∞ + Δε). Half height is at g = G with G = 2 ± √3. To first order in η, 1/y = G − η/G, so ln y = −ln G + η/G². Subtracting the two solutions,

Δ(ln y) = 2 ln(2 + √3) + η[(2 + √3)² − (2 − √3)²] = 2 ln(2 + √3) + 8√3 η

Dividing by ln 10 and inserting η,

width ≈ 1.144 + 2/(√3 ln10 R²) decades

For ε∞ = 64, R = 3.7 and this gives 1.181, against 1.184 from the full expression. The peak becomes Debye-like because it has moved below the onset of dispersion, into the range where σ' is nearly constant and σ'' only adds an almost constant Δε to the permittivity. The dispersion is still there at higher frequency.

For r → 0 the opposite happens. Once ωτ ≫ 1, b ≈ π/2 and a ≈ ln ωτ, so

ε∞M'' ≈ (π/2) r/(1 + r ln ωτ)²

The maximum approaches πr/2. The lower half-height point stays near ωτ = 1, while the upper one lies at ln ωτ ≈ (√2 − 1)/r. The width therefore grows as about 0.18/r decades as r → 0. The approach is slow: width × r is 0.36 at r = 0.1 and 0.21 at r = 0.01. This limit fails for real hopping once the upper point reaches the ions' attempt frequency, where the model spectrum no longer holds.

**What the modulus measures**

Let the ions be in equilibrium without a field, apply a field E0 suddenly, and then hold the displacement constant. The hopping current J discharges the field:

ε0ε∞ dE/dt = −J

With Ê = ∫₀^∞ E exp(−iωt) dt this becomes ε0ε∞(iωÊ − E0) = −σ*Ê, or

iωÊ/E0 = iωε0ε∞/(iωε0ε∞ + σ*) = ε∞M*

So M* describes the decay of a field that the ions themselves remove. ε∞ sets how far the field drops for each charge moved, and this feedback changes the decay without changing a single zero-field hop rate.

A small lattice makes this literal. Take dilute ions on 8 × 8 × 8 periodic sites of equal energy, with hop rates exp(−barrier/kT) and random barriers spread evenly from 0 to 30 kT. Ions interact only through the average field. For ion density n, charge q and site spacing d, the feedback is set by κ = ε0ε∞kT/(nq²d²). I diagonalized the coupled linear equations for ions and field, keeping the list of rates fixed. For κ = 0.1, 1 and 10 the widths are 3.8, 2.1 and 1.2 decades in one random sample, and 3.6, 2.7 and 1.2 in another. These are not bulk values: over nine random samples of 8³ to 12³ sites the widths span 3.2–4.1, 2.1–2.7 and 1.2–1.3 decades. At κ = 0.1 the upper half-height point lies where σ' has reached 80 to 90% of its high-frequency plateau, so that width is cut off by the fastest hop rates of the lattice. The narrowing occurs in both samples, but the theorem only says that the shape changes, not in which direction for every spectrum.

**Doing it on the bench**

A lossless capacitor Cp in parallel with the sample changes the admittance to

Y = iωC0ε* + iωCp = iωC0(ε* + Cp/C0)

where C0 is the empty-cell capacitance. If the modulus is computed with the same C0, ε∞ has risen by Cp/C0. For an area of 1 cm² and a thickness of 1 mm, C0 = 0.885 pF, so going from 8 to 16 takes 8C0 = 7.1 pF, and going to 64 takes 56C0 = 49.6 pF. At a given applied voltage the ions feel the same field as before. Uncorrected stray capacitance acts in the same way.

**How this compares with a real glass**

The values of σ0, Δε and ε∞ = 8 are rough ones for a sodium silicate glass slightly above room temperature, here 323 K. An ε∞ of 64 is far from typical for such a glass and stands for the glass plus capacitor. The assumption most at risk is a fixed σ* when the permittivity inside the material changes. The Coulomb energy of two ions 0.5 nm apart, e²/(4πε0ε∞ × 0.5 nm), is 0.36 eV for ε∞ = 8 and 0.045 eV for 64, while kT is 0.028 eV. A continuum permittivity is crude at that distance, but a change of this size could well alter the barriers. I have no estimate of the resulting shift in width; the external capacitor avoids the problem. A nearly constant extra loss ε'' = 0.05, an assumed rough size, widens the ε∞ = 8 peak by 0.02 decades through the loss alone. Causality also requires ε' to fall slowly with frequency; with this included, and its contribution set to zero at ωτ = 1, the widening is about 0.04 decades. Reading ε∞ from an apparent high-frequency plateau can also mislead: in this model ε' at 10 MHz is still 10.1, which is 26% above the true ε∞ of 8.

**What to compare**

Convert back before judging the dynamics. From ε* = 1/M* = (M' − iM'')/(M'² + M''²),

σ' = ωε0 M''/(M'² + M''²)

The constant ε∞ drops out. If the σ'(ω) curves coincide over the measured range and the ε'(ω) curves differ only by a constant, the different M'' peaks give no evidence of different hopping. If the σ' curves differ, with electrode effects and other losses excluded, ask how they differ. For independent ions a different ion density multiplies σ' by a constant without changing any hop rate, and it still reshapes M'': halving σ0 at fixed τ doubles r and takes the ε∞ = 8 width from 1.80 to 1.45 decades. A change in the character of the hopping shows as a different shape of σ'/σ0 against frequency scaled by the onset of dispersion.

Equal peak shapes prove just as little. In this model, making σ0 ten times larger and τ ten times shorter leaves r, and so the shape, unchanged, although the ions respond ten times faster. For your two data sets, β alone cannot decide the question, but the shapes of the scaled σ' curves can show whether the frequency dependence of the hopping has changed.
